\section*{Arm Spacing of a Square Growth Spiral with a Threshold Length}

\section{What moves, and what rests}

\textbf{Q:} I am told that a square growth spiral has arms $4L_c$ apart if its edges move at constant speed only once they are longer than $L_c$. Before I doubt the number, tell me what the object is.

\textbf{A:} A screw dislocation meets a crystal surface at a fixed point. A step of height $h$ starts there, because the surface around the dislocation is a ramp and not a closed floor. The step is a chain of straight edges at right angles. On one side lies the upper layer, which grows; each edge has an outward normal pointing to the lower side. The speed law is
\begin{equation}
v(L)=\begin{cases}0, & L\le L_c,\\ v, & L>L_c,\end{cases}
\label{law}
\end{equation}
where $L$ is the full length of the edge, and $v$ and $L_c$ are the same for all four directions. Spacing means the perpendicular distance between neighbouring moving edges with the same normal.

\textbf{Q:} Why should a short edge rest? I would expect it to shrink back.

\textbf{A:} Count the free energy. Let $\gamma$ be the edge free energy per length, $A$ the surface area of one growth unit, and $\Delta\mu>0$ the free energy gained when one unit joins the crystal. These relations hold in atomic units and in any other consistent set.

Take the innermost edge, of length $L$, with one end on the dislocation. Move it outward by a small $\delta$. The layer gains area $L\delta$. The edge keeps its length, but a piece $\delta$ appears at the inner end, joining the edge to the dislocation, and the neighbour at the outer end lengthens by $\delta$. Therefore
\begin{equation}
\Delta G_{\rm out}=2\gamma\delta-\frac{\Delta\mu}{A}L\delta .
\label{out}
\end{equation}
This is negative only if
\begin{equation}
L>L_c=\frac{2\gamma A}{\Delta\mu}.
\label{Lc}
\end{equation}
Now move the edge back by $\delta$. A joining piece $\delta$ again appears at the dislocation, but the outer neighbour becomes shorter by $\delta$. The two cancel, and the lost area remains:
\begin{equation}
\Delta G_{\rm back}=\gamma\delta-\gamma\delta+\frac{\Delta\mu}{A}L\delta>0 .
\end{equation}
For $L<L_c$ both moves cost free energy. The short edge is held by the dislocation, which is the rest assumed in \eqref{law}.

\textbf{Q:} Is this $L_c$ the size of the critical island?

\textbf{A:} It is the full side of the critical square island. An island of side $L$ costs $4\gamma L-L^2\Delta\mu/A$. Setting the derivative $4\gamma-2L\Delta\mu/A$ to zero gives $L=2\gamma A/\Delta\mu=L_c$. If someone quotes the half-side $\rho=L_c/2$, the same spacing reads $8\rho$.

\section{The spacing}

\textbf{Q:} Then show me the factor four. An edge gets longer while its neighbours move, and they started at different times. That looks complicated.

\textbf{A:} Number the edges so that a larger $j$ means a younger edge, nearer the centre. Let $d_j$ be the distance of edge $j$ from the parallel line through the dislocation, measured along its normal. The ends of edge $j$ lie on edges $j-1$ and $j+1$. Those two are parallel to each other, have opposite normals, and lie on opposite sides of the dislocation. The length between them is the sum of their distances:
\begin{equation}
L_j=d_{j-1}+d_{j+1}.
\label{length}
\end{equation}
For the innermost edge there is no younger one; its inner end is the dislocation, and the last term is zero.

Let edge $j$ start at time $t_j$. It leaves behind a new edge $j+1$ of zero length, lying on a line through the dislocation. While this new edge rests,
\begin{equation}
L_{j+1}(t)=d_j(t)=v\,(t-t_j).
\end{equation}
It reaches $L_c$, and starts, after a fixed wait:
\begin{equation}
t_{j+1}-t_j=\tau=\frac{L_c}{v}.
\label{wait}
\end{equation}

\textbf{Q:} Could an edge that has started become too short and stop again?

\textbf{A:} No. No distance $d_j$ ever decreases, so by \eqref{length} no length decreases. Once above $L_c$, an edge stays above it, and $d_j=v(t-t_j)$ holds for all later times.

Each new edge is turned by a right angle from the one before, so edge $j+4$ has the normal of edge $j$. Both left the same line through the dislocation. Their separation is
\begin{align}
\lambda&=d_j-d_{j+4}\nonumber\\
&=v(t-t_j)-v(t-t_{j+4})\nonumber\\
&=v(t_{j+4}-t_j)=4v\tau=4L_c .
\label{main}
\end{align}
The speed cancels: a faster edge travels farther per unit time, but the next edge also has to wait less.

\textbf{Q:} Steady after how many turns?

\textbf{A:} If the start is one long straight step ending at the dislocation, there is no transient. The long step starts at once, the next edge starts $\tau$ later, and \eqref{main} already holds for the first pair of parallel moving edges. If the start is instead a chain that turns the same way as the spiral at every corner and ends in a long outer edge, the outer arms can be irregular, but the edges born later obey \eqref{wait}.

\textbf{Q:} You have used \eqref{length} and the start times. I would like to see the spacing without them.

\textbf{A:} One can move the corner points of the spiral in small time steps and measure lengths and distances from their coordinates. With $L_c=v=1$ and a time step of $0.002$, all gaps between moving parallel arms came out as $4.000$, and the mean interval between starts as $1.000$. At the end of that run the six innermost edges had distances $0,\,0.5,\,1.5,\,2.5,\,3.5,\,4.5$ and lengths $0.5,\,1.5,\,3,\,5,\,7,\,9$. The third length is $0.5+2.5=3$, as \eqref{length} requires. The innermost edge, at half the threshold, is still resting.

\textbf{Q:} Suppose I measure along the diagonal, from corner to corner?

\textbf{A:} A corner is where two perpendicular edges meet. From one turn to the next both edges are displaced by $4L_c$, so the corner is displaced by $\sqrt2\times4L_c\approx5.7L_c$. The factor four belongs to the perpendicular distance.

\section{Unequal edges}

\textbf{Q:} Real crystals need not have four equal edges. Does the four survive?

\textbf{A:} In general it does not. Let direction $k$ have speed $v_k$ and threshold $L_{c,k}$, with $k=0,1,2,3$ in order of birth and counted cyclically. A resting edge of direction $k$ is lengthened by its predecessor, at speed $v_{k-1}$. Its wait is $L_{c,k}/v_{k-1}$, and one turn takes
\begin{equation}
T=\sum_{k=0}^{3}\frac{L_{c,k}}{v_{k-1}},\qquad \lambda_i=v_iT .
\label{aniso}
\end{equation}
For speeds $1,\,0.5,\,0.9,\,0.7$ and thresholds $1,\,1.5,\,0.8,\,1.2$,
\begin{equation}
T=\frac{1}{0.7}+\frac{1.5}{1}+\frac{0.8}{0.5}+\frac{1.2}{0.9}=5.862 .
\end{equation}
The predicted spacings are $5.862,\,2.931,\,5.276,\,4.103$. The corner-point simulation gave $5.864,\,2.932,\,5.278,\,4.105$.

Two special cases show what matters. If all speeds are equal, \eqref{aniso} gives $\lambda=\sum_kL_{c,k}$: the four is then a sum over four thresholds. If the thresholds are equal but the speeds alternate between $v_a$ and $v_b$, then
\begin{equation}
T=2L_c\left(\frac1{v_a}+\frac1{v_b}\right),\qquad
\lambda_a=2L_c\left(1+\frac{v_a}{v_b}\right).
\end{equation}
The fast edges are more than $4L_c$ apart, and the slow ones less.

\section{A speed that rises gradually}

\textbf{Q:} My main objection is to the jump. At $L_c$ the free energy gain is zero. Why should the edge leave at full speed?

\textbf{A:} That is a weak assumption. Suppose instead that the speed is proportional to the free energy gained per area swept, with a mobility $M$. From \eqref{out}, for $L>L_c$,
\begin{align}
v(L)&=M\left(\frac{\Delta\mu}{A}-\frac{2\gamma}{L}\right)\nonumber\\
&=v_\infty\left(1-\frac{L_c}{L}\right),\qquad v_\infty=\frac{M\Delta\mu}{A}.
\label{gradual}
\end{align}
The second line follows by taking out $M\Delta\mu/A$ and using \eqref{Lc}. The same cost $2\gamma\delta$ applies to an edge away from the dislocation, because both its neighbours lengthen by $\delta$.

In the steady spiral all edges share one history, shifted by a wait $\tau$: $d_j(t)=f(t-j\tau)$, with $f(s)=0$ for $s\le0$. Equations \eqref{length} and \eqref{gradual} give, for $s>0$,
\begin{equation}
f'(s)=v_\infty\left[1-\frac{L_c}{f(s+\tau)+f(s-\tau)}\right],\qquad f(\tau)=L_c .
\label{delay}
\end{equation}
The last condition says that an edge starts when its predecessor, which is older by $\tau$, has moved by $L_c$. Since $f'<v_\infty$, the distance $L_c$ takes longer than $L_c/v_\infty$. Hence $\tau>L_c/v_\infty$. Far out, where edges are long and move at nearly $v_\infty$, the spacing tends to
\begin{equation}
\lambda_\infty=4v_\infty\tau>4L_c .
\end{equation}

\textbf{Q:} By how much?

\textbf{A:} The simulated spiral gives $\lambda_\infty=9.63L_c$ with the coarser of two time steps and $9.62L_c$ with the finer one, so $9.6L_c$. This is $2.4$ times the sharp result. A gap measured directly between two outer arms was $9.54L_c$. It should lie below the limit, because an edge of finite length is slower than $v_\infty$ by the fraction $L_c/L$.

So $4L_c$ is the result for the sharp law. The threshold alone does not fix the spacing: with the same $L_c$, the gradual rise of the speed changes the factor from $4$ to $9.6$.

\section{Growth rate}

\textbf{Q:} How does the spacing enter the growth rate?

\textbf{A:} Each turn adds one layer of height $h$. For the sharp law the turn time is $T=4L_c/v$, so
\begin{equation}
R=\frac hT=\frac{hv}{4L_c}.
\label{rate}
\end{equation}
If $v$ is set equal to $v_\infty=M\Delta\mu/A$, inserting \eqref{Lc} gives
\begin{equation}
R=\frac{h}{4}\,\frac{M\Delta\mu}{A}\,\frac{\Delta\mu}{2\gamma A}
=\frac{hM\,\Delta\mu^2}{8\gamma A^2}.
\end{equation}
One factor $\Delta\mu$ comes from faster edges and one from closer arms. When all deposited material stays on the crystal, the beam fixes $R$, and $\Delta\mu$ adjusts as $R^{1/2}$. Then $\lambda\propto1/\Delta\mu\propto R^{-1/2}$, at fixed temperature, $M$ and $\gamma$. This needs a speed linear in $\Delta\mu$, hence $\Delta\mu$ small against $kT$, and an even supply limited by attachment at the edges. If diffusion across the terraces limits the supply instead, the excess coverage grows as $R\lambda^2$ (see the coverage estimate below). For weak driving $\Delta\mu\propto R\lambda^2$, and with $\lambda\propto1/\Delta\mu$ this gives $\lambda\propto R^{-1/3}$.

\section{Numbers for an oxide film}

\textbf{Q:} Give me a case with nanometres and seconds.

\textbf{A:} Take the (001) face of MgO, grown by molecular beam epitaxy at $1000$ K, where $kT=0.0862$ eV. The ion spacing and the step height are both $a=h=0.21$ nm, so an MgO pair covers $A=2a^2=0.0882$ nm$^2$. I take $\gamma=1.5$ eV/nm as a rough value and assume $\Delta\mu=0.020$ eV per pair and a deposition rate of $0.05$ nm/s. Then
\begin{align}
L_c&=\frac{2(1.5)(0.0882)}{0.020}=13.2\ \text{nm},\\
\lambda&=4L_c=52.9\ \text{nm}=529\ \text{\AA},\\
T&=\frac{0.21}{0.05}=4.2\ \text{s},\qquad
v=\frac{\lambda}{T}=12.6\ \text{nm/s}.
\end{align}
A new edge starts every $1.05$ s. The inputs do not justify more than about one digit in $\lambda$ as a statement on MgO; the others are kept so that the arithmetic can be followed.

\textbf{Q:} Would new islands on the terraces spoil this?

\textbf{A:} Not at this $\Delta\mu$. The island cost at $L=L_c$ is
\begin{equation}
4\gamma L_c-L_c^2\frac{\Delta\mu}{A}=4\gamma L_c-2\gamma L_c=2\gamma L_c=39.7\ \text{eV},
\end{equation}
which is about $460\,kT$ for a square island. Rounded corners lower the cost by about a tenth, which does not change the answer.

\textbf{Q:} The crystal is strained near a dislocation. You ignored that exactly where the edge starts.

\textbf{A:} Consider the screw component normal to the surface, with Burgers length $b=a$. Deep in the crystal, around a circle of radius $r$, the displacement $b$ is spread over $2\pi r$, so the shear strain is $b/(2\pi r)$. I use this bulk value for the new layer as an estimate. With shear modulus $G$ the energy density is $\tfrac12G[b/(2\pi r)]^2=Gb^2/(8\pi^2r^2)$. New material along an edge from the core radius $r_0$ to $L$ costs, per unit advance,
\begin{equation}
\int_{r_0}^{L}\frac{Gb^2h}{8\pi^2r^2}\,dr=W\left(\frac1{r_0}-\frac1L\right),\qquad W=\frac{Gb^2h}{8\pi^2}.
\end{equation}
The edge now starts when $L\Delta\mu/A=2\gamma+W(1/r_0-1/L)$. For a rough $G=130$ GPa and the cutoff $r_0=b$, the strain term at $L_c$ is $0.45$ eV/nm, against $2\gamma=3.0$ eV/nm. The starting length rises to $15.2$ nm. Each edge starts on a line through the dislocation, so each has this same threshold, and the sharp law gives $\lambda=60.8$ nm, about $15\%$ more. For edges shorter than about $2$ nm the same estimate favours a small retreat, of at most about three ion spacings. Well before an edge reaches its starting length, the line through the dislocation is again its place of rest. The strain cost above is that of the first small advance. With a circular cutoff it grows to about $\pi W/(2r_0)-W/L$ when the edge has moved by $r_0$; the edge passes that point only at a length of $16.3$ nm, which would give $\lambda\approx65$ nm. The result also depends on the cutoff: the starting length is $17.2$ nm for $r_0=b/2$ and $14.2$ nm for $r_0=2b$, and over these choices the spacing lies between about $57$ and $78$ nm. The $15\%$ is therefore only a rough size. Two things are left out: the edge component of the dislocation, and the relaxation near the free surface, which cannot carry this shear stress.

\textbf{Q:} And are the edges straight at $1000$ K?

\textbf{A:} Straight edges and constant speed pull in opposite directions. An edge advances where material joins at kinks. Its speed can be independent of length only if it holds several kinks. Too many kinks, however, round the square.

Use a model in which the edge jumps sideways by $k$ ion spacings at each site, with weight $q^{|k|}$, $q=e^{-K}$, where $K$ is the kink energy over $kT$. The weights add to $(1+q)/(1-q)$. The fraction of sites with a kink is
\begin{equation}
1-\frac{1-q}{1+q}=\frac{2q}{1+q},
\end{equation}
and the mean distance between kinks is $a(1+q)/(2q)=a(1+e^K)/2$. In a nearest-neighbour picture a straight edge also costs $K$ per site, so its free energy is
\begin{equation}
\frac{\gamma a}{kT}=K-\ln\frac{1+q}{1-q}.
\end{equation}
The chosen $\gamma$ requires $K=3.7$. Kinks are then $4.4$ nm apart, about three per length $L_c$. That is enough to make motion near the threshold possible, but it does not give a constant speed. If units attach and detach reversibly at kinks, the net gain for one full row vanishes at $L_c$, so the speed rises from zero there. More kinks do not sharpen this rise: they let the edge equilibrate along its length, which brings it closer to the gradual law \eqref{gradual}.

The same model gives the equilibrium island shape. Measure the ratio of two distances from the centre: the coordinate of the boundary on the diagonal, over the half-width along the axis. It is $1$ for a square and $0.707$ for a circle. Here it is $0.82$, so the equilibrium corners are clearly rounded. How much this changes the spiral spacing was not calculated.

\textbf{Q:} One more. Edges feed on adsorbed molecules. Do all edges see the same supply?

\textbf{A:} They do if the coverage is nearly the same on all terraces. This needs two things. Molecules must cross an edge much more often than they attach to it; otherwise a wide terrace holds a larger excess than a narrow one and feeds its edges faster. The coverage must also be nearly uniform across each terrace. I assume the first and estimate the second. Let the beam deposit $F=1/T$ monolayers per second, and let molecules diffuse with coefficient $D$ to edges at $x=0$ and $x=\lambda$. The extra coverage $\theta$ in the terrace obeys $D\theta''+F=0$ with $\theta=0$ at both ends. Integrating twice gives
\begin{equation}
\theta(x)=\frac{F}{2D}x(\lambda-x),\qquad \theta_{\max}=\frac{F\lambda^2}{8D}.
\end{equation}
With an assumed hop barrier of $1.0$ eV and $\nu=10^{13}$ attempts per second in each of the four directions, $D=a^2\nu e^{-E/kT}=4.0\times10^6$ nm$^2$/s, and $\theta_{\max}=2.1\times10^{-5}$ monolayer.

Compare this with the excess that drives growth, $\theta_{\rm eq}(S-1)$, where $S=e^{\Delta\mu/kT}=1.26$ for a dilute layer. This treats the terrace as a straight strip and leaves out the somewhat higher coverage near the corners of the spiral, where the edges are farther away. Along the straight parts, the variation stays below a tenth of the excess if
\begin{equation}
\theta_{\rm eq}>\frac{2.1\times10^{-5}}{0.1\times0.26}\approx8\times10^{-4}.
\end{equation}
For a dilute layer $\theta_{\rm eq}\approx e^{-E_f/kT}$, where $E_f$ is the cost of taking a pair from a kink to the open terrace. The condition then reads roughly $E_f<0.6$ eV. The bonds in MgO are strong, so a larger cost is likely. With a trial value of $2$ eV, $\theta_{\rm eq}$ is only about $10^{-10}$, and the coverage $\theta_{\max}$ alone would drive growth in the middle of a terrace with $kT\ln(\theta_{\max}/\theta_{\rm eq})\approx1.1$ eV per pair, far above the assumed $0.020$ eV. The speed of an edge would then depend on the terraces beside it, \eqref{law} would fail, and new islands could no longer be ruled out.

\textbf{Q:} So what should I believe about a real MgO film?

\textbf{A:} The geometry and the rough size of $\gamma$ suit the material: a surface energy near $1$ J/m$^2$ times the step height is about $1.3$ eV/nm. The value of $\Delta\mu$ is the least certain. It is an assumption of weak driving, while in a real deposition the flux and the attachment rate set it, and the coverage estimate above makes so small a value doubtful for MgO. The $53$ nm is therefore a worked example, not a prediction for a real film. Doubling $\Delta\mu$ at fixed $\gamma$ would halve $L_c$ and $\lambda$. The jump to full speed is also open to doubt. With the same $\Delta\mu$ and $\gamma$, the gradual law \eqref{gradual} puts the arms $127$ nm apart instead of $53$ nm, a far larger change than the strain correction. A measured spacing can therefore be turned into $L_c$ by dividing by four only if the edges are known to be equal and to reach full speed just above the threshold. The spiral must also be isolated from other dislocations, its supply even, and the strain correction small.

\section*{Numbers as computed}
\begin{verbatim}
SIMULATION (lengths in Lc, times in Lc/v)
time step: 0.0020
arm spacing, smallest and largest: 4.000 4.000
mean interval between edge starts: 1.000
offsets of six innermost edges: [0.  0.5 1.5 2.5 3.5 4.5]
lengths of six innermost edges: [0.5 1.5 3.  5.  7.  9. ]
unequal case, speeds: [1.  0.5 0.9 0.7]
unequal case, threshold lengths: [1.  1.5 0.8 1.2]
unequal case, turn time from formula: 5.862
unequal case, simulated spacings: [5.864 2.932 5.278 4.105]
unequal case, formula spacings: [5.862 2.931 5.276 4.103]
gradual law, far spacing, coarse step: 9.63
gradual law, far spacing, fine step: 9.62
gradual law, measured outer arm gap: 9.54
gradual law, ratio to sharp law: 2.41
EXAMPLE, MgO(001), rough or assumed inputs
temperature: 1000 K, kT: 0.0862 eV
ion spacing and step height: 0.21 nm
area per MgO pair: 0.0882 nm^2
edge free energy: 1.50 eV/nm
free energy gain per pair: 0.020 eV
saturation ratio: 1.261
deposition rate: 0.050 nm/s
critical length Lc: 13.23 nm
arm spacing 4Lc: 52.9 nm = 529 angstrom
turn time: 4.20 s
edge speed: 12.60 nm/s
wait between edge starts: 1.05 s
NEGLECTED EFFECTS
gradual law, far spacing: 127 nm
shear modulus: 130 GPa
strain cost per advance at Lc: 0.446 eV/nm
edge cost per advance: 3.00 eV/nm
starting length with strain: 15.20 nm
arm spacing with strain: 60.8 nm
kink energy over kT: 3.705
mean distance between kinks: 4.37 nm
corner ratio (square 1, circle 0.707): 0.824
hop barrier: 1.00 eV, attempts: 1e+13 1/s
surface diffusion coefficient: 4.02e+06 nm^2/s
coverage drop across terrace: 2.07e-05 monolayer
equilibrium coverage needed: 7.93e-04 monolayer
island nucleation barrier: 39.7 eV = 461 kT
\end{verbatim}
